**Heavy-light splitting under biaxial (001) strain: four-band, six-band and bond-model levels**

The result under test is $E_{HH}-E_{LH}=2b(1+\kappa)e$ with $\kappa=2C_{12}/C_{11}$, where $e$ is the in-plane strain, $b$ the tetragonal deformation potential and $C_{11}$, $C_{12}$ are elastic constants. HH and LH are the states with $|m_J|=3/2$ and $1/2$ along the layer normal, and energies are electron energies. The program asserts that the orbital strain matrix, projected on $J=3/2$ for a general strain, equals the Bir-Pikus Hamiltonian, and that the diagonalized four-band levels follow the closed formulas. It obtains the normal strain by symbolic minimization of the elastic energy, and compares numerical strain derivatives of a p-bond crystal with the derived deformation potentials. It also asserts the closed six-band levels and the leading upward push $2\delta^2/\Delta$ of LH, where $\delta$ is the HH shift from the four-band mean and $\Delta$ the spin-orbit splitting. For the model parameters, 1 % compression puts HH 70 meV above LH in the four-band result and 61 meV above it with the split-off level included. For 1 % tension LH is on top, by 70 and 77 meV respectively. A last case with a larger hydrostatic potential shows both levels sinking under compression while HH stays above LH.

## Verification by program

```python
"""Heavy-light hole splitting at k=0 under biaxial (001) strain.

Result under test, for electron energies of the J=3/2 valence level:
    E_HH - E_LH = 2 b (e - e_z) = 2 b (1 + kappa) e,  kappa = 2 C12/C11
so that b < 0 puts HH on top for in-plane compression (e < 0).
e: in-plane strain; e_z: strain along the free surface normal z;
a, b, d: hydrostatic, tetragonal and shear deformation potentials (eV);
HH, LH: states with |m_J| = 3/2, 1/2 along z; C11, C12: elastic constants;
Delta: spin-orbit splitting (eV); V_sigma, V_pi: p-p bond hoppings (eV).
"""
import numpy as np
import sympy as sp
from scipy import constants

# Angular momentum matrices in the basis (x, y, z) times (up, down)
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k] = 1.0
    levi[i, k, j] = -1.0
L = [-1j * levi[k] for k in range(3)]
S = [0.5 * np.array(m, dtype=complex) for m in
     ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
J6 = [np.kron(L[k], np.eye(2)) + np.kron(np.eye(3), S[k]) for k in range(3)]
LS = sum(np.kron(L[k], S[k]) for k in range(3))

# Standard J=3/2 matrices from ladder operators
m = np.array([1.5, 0.5, -0.5, -1.5])
J_plus = np.diag(np.sqrt(15 / 4 - m[1:] * (m[1:] + 1)), 1).astype(complex)
J4 = [(J_plus + J_plus.conj().T) / 2,
      (J_plus - J_plus.conj().T) / 2j, np.diag(m).astype(complex)]


def bir_pikus(J, strain, a, b, d):
    """Four-band strain Hamiltonian for electron energies."""
    one = np.eye(4)
    H = a * np.trace(strain) * one
    for i in range(3):
        H = H - b * strain[i, i] * (J[i] @ J[i] - 5 / 4 * one)
    for i, j in ((0, 1), (1, 2), (2, 0)):
        sym = (J[i] @ J[j] + J[j] @ J[i]) / 2
        H = H - 2 * d / np.sqrt(3) * strain[i, j] * sym
    return H


def orbital_strain(strain, a, b, d):
    """Strain matrix of the three p-like orbitals, without spin."""
    H = np.sqrt(3) * d * strain
    for i in range(3):
        H[i, i] = (a * np.trace(strain)
                   + 3 * b * (strain[i, i] - np.trace(strain) / 3))
    return H


def heavy_light(H, Jz, states):
    """Mean HH and LH energies, identified by the expectation of Jz^2."""
    energy, vector = np.linalg.eigh(H)
    heavy, light = [], []
    for n in states:
        jz2 = np.linalg.norm(Jz @ vector[:, n]) ** 2
        (heavy if jz2 > 1.25 else light).append(energy[n])
    assert len(heavy) == 2 and len(light) == 2
    assert np.ptp(heavy) < 1e-11 and np.ptp(light) < 1e-11
    return np.mean(heavy), np.mean(light)


def six_band(strain, a, b, Delta):
    """HH and LH shifts when the split-off states are kept."""
    H = np.kron(orbital_strain(strain, a, b, 0.0), np.eye(2))
    H = H + 2 * Delta / 3 * LS
    return np.array(heavy_light(H, J6[2], range(2, 6))) - Delta / 3


bonds0 = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)


def bond_model(strain, V_sigma, V_pi, Delta):
    """HH and LH energies of the strained two-site p-bond crystal at k=0."""
    hop = np.zeros((3, 3))
    for start in bonds0:
        bond = (np.eye(3) + strain) @ start
        length = np.linalg.norm(bond)
        n = bond / length
        scale = (np.linalg.norm(start) / length) ** 2
        hop += scale * (V_pi * np.eye(3)
                        + (V_sigma - V_pi) * np.outer(n, n))
    H = np.kron(np.eye(2), 2 * Delta / 3 * LS)
    H = H + np.kron(np.array([[0, 1], [1, 0]]), np.kron(hop, np.eye(2)))
    return np.array(heavy_light(H, np.kron(np.eye(2), J6[2]), range(2, 6)))


def bond_potentials(V_sigma, V_pi):
    """Derived deformation potentials a and b of the bond model."""
    difference = V_sigma - V_pi
    return 8 / 3 * (V_pi + difference / 3), -8 / 9 * difference


# Model parameters
V_sigma, V_pi, Delta = 1.875, -0.375, 0.3
C11, C12 = 160.0, 60.0
a, b = bond_potentials(V_sigma, V_pi)
kappa = 2 * C12 / C11


def biaxial(e):
    return np.diag([e, e, -kappa * e])


# Projection of the orbital Hamiltonian on J=3/2, for a general strain
J_squared = sum(M @ M for M in J6)
values, vectors = np.linalg.eigh(J_squared)
P = vectors[:, np.abs(values - 15 / 4) < 1e-9]
assert P.shape == (6, 4)
general = np.array([[0.011, 0.004, -0.003],
                    [0.004, -0.007, 0.006],
                    [-0.003, 0.006, 0.005]])
projected = P.conj().T @ np.kron(
    orbital_strain(general, 1.3, -1.7, -4.1), np.eye(2)) @ P
J_projected = [P.conj().T @ M @ P for M in J6]
assert np.allclose(projected,
                   bir_pikus(J_projected, general, 1.3, -1.7, -4.1),
                   atol=1e-13)

# Diagonalized four-band matrix against the closed-form levels
for e, e_z in ((-0.01, 0.0075), (0.008, 0.003), (0.002, -0.009)):
    found = heavy_light(bir_pikus(J4, np.diag([e, e, e_z]), a, b, -4.0),
                        J4[2], range(4))
    centre, shear = a * (2 * e + e_z), b * (e - e_z)
    assert np.allclose(found, [centre + shear, centre - shear], atol=1e-13)

# Free surface: minimum of the cubic elastic energy density
c11, c12, ex, ez = sp.symbols("c11 c12 ex ez", nonzero=True)
elastic = c11 * (2 * ex**2 + ez**2) / 2 + c12 * (ex**2 + 2 * ex * ez)
relaxed = sp.solve(sp.diff(elastic, ez), ez)[0]
assert sp.simplify(relaxed + 2 * c12 / c11 * ex) == 0

# Strain derivatives of the bond model against the derived a, b and splitting
step = 1e-4
for Vs, Vp in ((V_sigma, V_pi), (3.0, -0.5)):
    a_bond, b_bond = bond_potentials(Vs, Vp)
    slope = (bond_model(biaxial(step), Vs, Vp, Delta)
             - bond_model(biaxial(-step), Vs, Vp, Delta)) / (2 * step)
    assert np.isclose(slope[0] - slope[1], 2 * b_bond * (1 + kappa),
                      rtol=1e-4)
    assert np.isclose(slope.mean(), a_bond * (2 - kappa), rtol=1e-4)
    squeezed = bond_model(biaxial(-0.01), Vs, Vp, Delta)
    stretched = bond_model(biaxial(0.01), Vs, Vp, Delta)
    assert squeezed[0] > squeezed[1] and stretched[1] > stretched[0]

# The s-p hopping sum at k=0 cancels also in the strained crystal
strained = bonds0 @ (np.eye(3) + biaxial(-0.01))
cosines = strained / np.linalg.norm(strained, axis=1)[:, None]
assert np.allclose(cosines.sum(axis=0), 0, atol=1e-14)

# LH is two thirds z-like and HH has no z part
z_part = np.kron(np.diag([0, 0, 1]), np.eye(2))
jz_values, jz_vectors = np.linalg.eigh(J_projected[2])
z_weights = []
for value, vector in zip(jz_values, jz_vectors.T):
    state = P @ vector
    weight = np.vdot(state, z_part @ state).real
    assert np.isclose(weight, 0 if abs(value) > 1 else 2 / 3, atol=1e-12)
    z_weights.append(weight)

# Absolute HH motion under compression, including a case where HH sinks
for a_test in (1.0, 5.0):
    hh, lh = heavy_light(bir_pikus(J4, biaxial(-0.01), a_test, b, 0.0),
                         J4[2], range(4))
    assert (hh > 0) == (a_test * (2 - kappa) + b * (1 + kappa) < 0)
    assert hh > lh
both_sink = (hh, lh)
assert hh < 0 and lh < 0

# Split-off coupling: closed form, and leading correction at small strain
for e in (-0.01, 0.01):
    delta = b * (1 + kappa) * e
    centre = a * (2 - kappa) * e
    root = np.sqrt(Delta**2 - 2 * Delta * delta + 9 * delta**2)
    closed = [centre + delta, centre + (-delta - Delta + root) / 2]
    assert np.allclose(six_band(biaxial(e), a, b, Delta), closed, atol=1e-12)
for e in (-step, step):
    delta = b * (1 + kappa) * e
    push = six_band(biaxial(e), a, b, Delta)[1] - a * (2 - kappa) * e + delta
    assert np.isclose(push, 2 * delta**2 / Delta, rtol=0.01)

# Worked example
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
print(f"sigma hopping V_sigma = {V_sigma:.3f} eV")
print(f"pi hopping V_pi = {V_pi:.3f} eV")
print(f"hydrostatic potential a = {a:.3f} eV")
print(f"tetragonal potential b = {b:.3f} eV")
print(f"C11 = {C11:.0f} GPa")
print(f"C12 = {C12:.0f} GPa")
print(f"kappa = 2 C12/C11 = {kappa:.3f} (dimensionless)")
print(f"spin-orbit splitting Delta = {1000 * Delta:.0f} meV")
print(f"z-orbital weight of LH = {max(z_weights):.4f} (dimensionless)")
for name, e in (("compression", -0.01), ("tension", 0.01)):
    strain = biaxial(e)
    hh, lh = heavy_light(bir_pikus(J4, strain, a, b, 0.0), J4[2], range(4))
    hh6, lh6 = six_band(strain, a, b, Delta)
    hh_bond, lh_bond = bond_model(strain, V_sigma, V_pi, Delta)
    delta = (hh - lh) / 2
    print(f"--- {name} ---")
    print(f"in-plane strain e = {100 * e:.2f} %")
    print(f"normal strain e_z = {100 * strain[2, 2]:.2f} %")
    print(f"volume strain = {100 * np.trace(strain):.2f} %")
    print(f"mean (hydrostatic) shift = {500 * (hh + lh):.2f} meV")
    print(f"HH shift from mean, delta = {1000 * delta:.2f} meV")
    print(f"HH absolute shift = {1000 * hh:.2f} meV")
    print(f"LH absolute shift = {1000 * lh:.2f} meV")
    print(f"four-band E_HH - E_LH = {1000 * (hh - lh):.2f} meV")
    print(f"the same splitting = {(hh - lh) / hartree_eV:.6f} hartree")
    print(f"leading LH push 2 delta^2/Delta = "
          f"{2000 * delta**2 / Delta:.2f} meV")
    print(f"six-band LH push = {1000 * (lh6 - lh):.2f} meV")
    print(f"six-band E_HH - E_LH = {1000 * (hh6 - lh6):.2f} meV")
    print(f"bond-model E_HH - E_LH = {1000 * (hh_bond - lh_bond):.2f} meV")
print("--- compression of 1 %, a raised, b unchanged ---")
print(f"raised a = {a_test:.1f} eV")
print(f"HH absolute shift = {1000 * both_sink[0]:.2f} meV")
print(f"LH absolute shift = {1000 * both_sink[1]:.2f} meV")
print("all tests passed")
```

It prints:

```
sigma hopping V_sigma = 1.875 eV
pi hopping V_pi = -0.375 eV
hydrostatic potential a = 1.000 eV
tetragonal potential b = -2.000 eV
C11 = 160 GPa
C12 = 60 GPa
kappa = 2 C12/C11 = 0.750 (dimensionless)
spin-orbit splitting Delta = 300 meV
z-orbital weight of LH = 0.6667 (dimensionless)
--- compression ---
in-plane strain e = -1.00 %
normal strain e_z = 0.75 %
volume strain = -1.25 %
mean (hydrostatic) shift = -12.50 meV
HH shift from mean, delta = 35.00 meV
HH absolute shift = 22.50 meV
LH absolute shift = -47.50 meV
four-band E_HH - E_LH = 70.00 meV
the same splitting = 0.002572 hartree
leading LH push 2 delta^2/Delta = 8.17 meV
six-band LH push = 8.94 meV
six-band E_HH - E_LH = 61.06 meV
bond-model E_HH - E_LH = 61.85 meV
--- tension ---
in-plane strain e = 1.00 %
normal strain e_z = -0.75 %
volume strain = 1.25 %
mean (hydrostatic) shift = 12.50 meV
HH shift from mean, delta = -35.00 meV
HH absolute shift = -22.50 meV
LH absolute shift = 47.50 meV
four-band E_HH - E_LH = -70.00 meV
the same splitting = -0.002572 hartree
leading LH push 2 delta^2/Delta = 8.17 meV
six-band LH push = 7.16 meV
six-band E_HH - E_LH = -77.16 meV
bond-model E_HH - E_LH = -75.88 meV
--- compression of 1 %, a raised, b unchanged ---
raised a = 5.0 eV
HH absolute shift = -27.50 meV
LH absolute shift = -97.50 meV
all tests passed
```
